# Mean Free Path of a Trace Gas: Trimethylaluminium in Argon: verification in Python

```python
"""Mean free path of a trace gas (mass M) in a carrier gas (mass m).

Result under test, for hard spheres at a common temperature T:
    lambda = 1 / (n sigma sqrt(1 + M/m)) = lambda0 / sqrt(1 + M/m)
n: carrier number density; sigma = pi d^2: collision cross-section;
d: distance of centres at contact; lambda0 = 1/(n sigma): carriers at rest.
lambda is the long-run path per collision, mean speed / mean collision rate.
The tests use reduced units with k T = 1 and carrier mass m = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf

rng = np.random.default_rng(12345)


def shortening(mass_ratio):
    """Derived factor lambda0/lambda for mass_ratio = M/m."""
    return np.sqrt(1.0 + mass_ratio)


# ---------- inputs of the worked example ----------
mass_al, mass_c, mass_h, mass_ar = 26.982, 12.011, 1.008, 39.95  # u
mass_tma = mass_al + 3 * mass_c + 9 * mass_h
ratio = mass_tma / mass_ar
temperature = 473.0        # K
pressure_torr = 1.0
d_tma, d_ar = 0.60, 0.36   # nm, rough hard-sphere diameters
exponent = 0.6             # rough a in sigma ~ g^(-a)


# ---------- test 1: count encounters geometrically ----------
def encounter_rate(mass, carriers_move, batches=10, size=400_000):
    """Rate per unit carrier density, contact distance 1, by counting."""
    duration, half_side = 0.5, 4.5
    hits = 0
    for _ in range(batches):
        position = rng.uniform(-half_side, half_side, (size, 3))
        relative = -rng.normal(size=(size, 3)) / np.sqrt(mass)
        if carriers_move:
            relative += rng.normal(size=(size, 3))
        g2 = np.sum(relative**2, axis=1)
        approach = np.sum(position * relative, axis=1)
        outside = np.sum(position**2, axis=1) - 1.0
        disc = approach**2 - g2 * outside
        contact = (-approach - np.sqrt(np.maximum(disc, 0.0))) / g2
        hits += np.count_nonzero((outside > 0) & (disc > 0)
                                 & (contact > 0) & (contact < duration))
    density = batches * size / (2 * half_side)**3
    return hits / (density * duration)


mean_speed_reduced = np.sqrt(8 / (np.pi * ratio))
rate_still = encounter_rate(ratio, False)
rate_moving = encounter_rate(ratio, True)
path_still = mean_speed_reduced / rate_still * np.pi   # in units of lambda0
counted_factor = rate_moving / rate_still
# about 1e4 hits or more per run: statistical error near 1 percent
assert abs(path_still - 1.0) < 0.04
assert abs(counted_factor / shortening(ratio) - 1.0) < 0.05


# ---------- test 2: quadrature over both speeds and the angle ----------
def maxwell(speed, mass):
    return (4 * np.pi * speed**2 * (mass / (2 * np.pi))**1.5
            * np.exp(-mass * speed**2 / 2))


def quadrature_averages(mass, power):
    """Return <g^power>/<v^power> and <v/rate(v)> in units of lambda0."""
    x, w = np.polynomial.legendre.leggauss(90)
    v_max, u_max = 9 / np.sqrt(mass), 9.0
    v, wv = v_max * (x + 1) / 2, w * v_max / 2
    u, wu = u_max * (x + 1) / 2, w * u_max / 2
    vv, uu, cc = v[:, None, None], u[None, :, None], x[None, None, :]
    g2 = np.maximum(vv**2 + uu**2 - 2 * vv * uu * cc, 0.0)
    angle_mean = (g2**(power / 2)) @ (w / 2)
    rate_v = angle_mean @ (wu * maxwell(u, 1.0))
    weight = wv * maxwell(v, mass)
    return (weight @ rate_v) / (weight @ v**power), weight @ (v / rate_v)


for test_ratio in (0.1, 1.0, ratio, 10.0):
    numeric, _ = quadrature_averages(test_ratio, 1.0)
    assert abs(numeric / shortening(test_ratio) - 1) < 2e-4
quadrature_factor, other_definition = quadrature_averages(ratio, 1.0)

# speed-dependent cross-section sigma ~ g^(-a)
soft_numeric, _ = quadrature_averages(ratio, 1.0 - exponent)
soft_factor = (1 + ratio)**((1 - exponent) / 2)
assert abs(soft_numeric / soft_factor - 1) < 1e-3


# the other definition again, with the carrier average done analytically
def path_at_speed(v):
    rate = (np.sqrt(2 / np.pi) * np.exp(-v**2 / 2)
            + (v + 1 / v) * erf(v / np.sqrt(2)))
    return maxwell(v, ratio) * v / rate


other_check = quad(path_at_speed, 1e-6, 9 / np.sqrt(ratio))[0]
assert abs(other_definition / other_check - 1) < 2e-4


# ---------- test 3: follow trace molecules collision by collision ----------
def simulated_path(mass, tracers=20_000, settle=100, rounds=250):
    """Path per collision in units of lambda0; tracers start at rest."""
    g_max = 9.0   # bound on relative speed; trial collisions at this rate
    velocity = np.zeros((tracers, 3))
    path, collisions, energy = 0.0, 0, 0.0
    for step in range(settle + rounds):
        speed = np.linalg.norm(velocity, axis=1)
        waiting = rng.exponential(1 / g_max, tracers)
        carrier = rng.normal(size=(tracers, 3))
        g = np.linalg.norm(velocity - carrier, axis=1)
        real = rng.random(tracers) < g / g_max
        if step >= settle:
            path += np.sum(speed * waiting)
            collisions += np.count_nonzero(real)
            energy += np.mean(mass * speed**2 / 2) / rounds
        direction = rng.normal(size=(tracers, 3))
        direction /= np.linalg.norm(direction, axis=1)[:, None]
        centre = (mass * velocity + carrier) / (mass + 1)
        after = centre + direction * (g / (mass + 1))[:, None]
        velocity = np.where(real[:, None], after, velocity)
    return path / collisions, energy


path_simulated, energy_simulated = simulated_path(ratio)
assert abs(energy_simulated / 1.5 - 1) < 0.02   # reached equilibrium
assert abs(path_simulated * shortening(ratio) - 1) < 0.015

# ---------- worked example ----------
k_b = const.k
n = pressure_torr * const.torr / (k_b * temperature)
d = (d_tma + d_ar) / 2
sigma = np.pi * d**2                       # nm^2
factor = shortening(ratio)
lambda0 = 1 / (n * sigma * 1e-18)          # m
lam = lambda0 / factor
reduced_mass = mass_tma * mass_ar / (mass_tma + mass_ar)
v_mean = np.sqrt(8 * k_b * temperature
                 / (np.pi * mass_tma * const.atomic_mass))
g_mean = np.sqrt(8 * k_b * temperature
                 / (np.pi * reduced_mass * const.atomic_mass))
collision_rate = n * sigma * 1e-18 * g_mean
assert abs(v_mean / collision_rate / lam - 1) < 1e-10
gap, trench = 10e-3, 100e-9                # m


# ---------- sizes of neglected effects ----------
def path_with_trace_collisions(x):
    """Total density fixed, fraction x of the molecules is trace gas."""
    sigma_tt = np.pi * d_tma**2
    inverse = n * 1e-18 * ((1 - x) * sigma * factor
                           + x * sigma_tt * np.sqrt(2))
    return 1 / inverse


change_1 = 100 * (path_with_trace_collisions(0.01) / lam - 1)
change_10 = 100 * (path_with_trace_collisions(0.10) / lam - 1)
d_larger = 100 * (1.1**-2 - 1)
d_smaller = 100 * (0.9**-2 - 1)

dissociation_h, dissociation_s = 85e3, 180.0   # J/mol, J/(mol K), rough
trace_torr = 0.01 * pressure_torr


def dimer_fraction(temp):
    """Dimer share of trace molecules at total trace pressure trace_torr."""
    k_bar = np.exp(-(dissociation_h - temp * dissociation_s)
                   / (const.R * temp))
    k_torr = k_bar * const.bar / const.torr
    monomer = (-k_torr + np.sqrt(k_torr**2 + 4 * k_torr * trace_torr)) / 2
    dimer = monomer**2 / k_torr
    assert abs((monomer + dimer) / trace_torr - 1) < 1e-6
    return dimer / trace_torr


dimer_factor = shortening(2 * ratio)

print("INPUTS")
print(f"mass of Al(CH3)3, M: {mass_tma:.2f} u")
print(f"mass of Ar, m: {mass_ar:.2f} u")
print(f"temperature: {temperature:.0f} K")
print(f"pressure: {pressure_torr:.1f} Torr")
print(f"diameters (rough), Al(CH3)3 and Ar: {d_tma:.2f}, {d_ar:.2f} nm")
print("RESULTS")
print(f"mass ratio M/m: {ratio:.4f}")
print(f"factor sqrt(1+M/m): {factor:.4f}")
print(f"lambda/lambda0: {1 / factor:.4f}")
print(f"contact distance d: {d:.2f} nm")
print(f"cross-section sigma: {sigma:.4f} nm^2")
print(f"carrier density n: {n:.4e} m^-3")
print(f"reduced mass: {reduced_mass:.2f} u")
print(f"mean speed of Al(CH3)3: {v_mean:.1f} m/s")
print(f"mean relative speed: {g_mean:.1f} m/s")
print(f"collision rate: {collision_rate:.3e} s^-1")
print(f"lambda0, carriers at rest: {lambda0 * 1e6:.1f} um")
print(f"lambda, carriers moving: {lam * 1e6:.1f} um")
print(f"Knudsen number, {gap * 1e3:.0f} mm gap: {lam / gap:.4f}")
print(f"Knudsen number, {trench * 1e9:.0f} nm trench: {lam / trench:.0f}")
print("TESTS")
print(f"factor by counting encounters: {counted_factor:.3f}")
print(f"still-carrier path by counting / lambda0: {path_still:.3f}")
print(f"factor by quadrature: {quadrature_factor:.4f}")
print(f"lambda/lambda0 by simulation: {path_simulated:.4f}")
print(f"factor for M/m = 0.1, 1, 10: {shortening(0.1):.3f}, "
      f"{shortening(1.0):.3f}, {shortening(10.0):.3f}")
print("NEGLECTED EFFECTS")
print(f"exponent a (rough): {exponent:.1f}")
print(f"factor if sigma ~ g^-a: {soft_factor:.3f}")
print(f"lambda change, d 10 % larger: {d_larger:.0f} %")
print(f"lambda change, d 10 % smaller: {d_smaller:+.0f} %")
print(f"lambda change, 1 % trace gas: {change_1:+.2f} %")
print(f"lambda change, 10 % trace gas: {change_10:+.1f} %")
print(f"mean of v/rate(v), over lambda0: {other_definition:.4f}")
print(f"same, relative to lambda: {100 * (other_definition * factor - 1):+.1f} %")
print(f"dissociation enthalpy (rough): {dissociation_h / 1e3:.0f} kJ/mol")
print(f"dissociation entropy (rough): {dissociation_s:.0f} J/(mol K)")
print(f"trace pressure for pairing: {trace_torr:.2f} Torr")
print(f"dimer fraction at {temperature:.0f} K: {dimer_fraction(temperature):.1e}")
print(f"dimer fraction at 300 K: {dimer_fraction(300.0):.2f}")
print(f"factor for the dimer: {dimer_factor:.3f}")
print("all tests passed")
```

Output:

```
INPUTS
mass of Al(CH3)3, M: 72.09 u
mass of Ar, m: 39.95 u
temperature: 473 K
pressure: 1.0 Torr
diameters (rough), Al(CH3)3 and Ar: 0.60, 0.36 nm
RESULTS
mass ratio M/m: 1.8044
factor sqrt(1+M/m): 1.6746
lambda/lambda0: 0.5971
contact distance d: 0.48 nm
cross-section sigma: 0.7238 nm^2
carrier density n: 2.0415e+22 m^-3
reduced mass: 25.70 u
mean speed of Al(CH3)3: 372.7 m/s
mean relative speed: 624.2 m/s
collision rate: 9.224e+06 s^-1
lambda0, carriers at rest: 67.7 um
lambda, carriers moving: 40.4 um
Knudsen number, 10 mm gap: 0.0040
Knudsen number, 100 nm trench: 404
TESTS
factor by counting encounters: 1.683
still-carrier path by counting / lambda0: 1.013
factor by quadrature: 1.6746
lambda/lambda0 by simulation: 0.5962
factor for M/m = 0.1, 1, 10: 1.049, 1.414, 3.317
NEGLECTED EFFECTS
exponent a (rough): 0.6
factor if sigma ~ g^-a: 1.229
lambda change, d 10 % larger: -17 %
lambda change, d 10 % smaller: +23 %
lambda change, 1 % trace gas: -0.32 %
lambda change, 10 % trace gas: -3.1 %
mean of v/rate(v), over lambda0: 0.5752
same, relative to lambda: -3.7 %
dissociation enthalpy (rough): 85 kJ/mol
dissociation entropy (rough): 180 J/(mol K)
trace pressure for pairing: 0.01 Torr
dimer fraction at 473 K: 1.3e-05
dimer fraction at 300 K: 0.58
factor for the dimer: 2.147
all tests passed
```
